Breakdown of a long uniform gap in an attaching gas

**Q.** In an attaching gas an avalanche grows if ionization beats attachment and dies if it does not. So I would say that a very long gap breaks down when the two coefficients are equal. Why should the cathode matter at all?

**A.** Because breakdown is a property of the whole feedback loop, and part of that loop runs through the cathode. Let us write the loop down before deciding.

The cathode is at x = 0 and the anode at x = d. The field is uniform and pulls electrons towards positive x. Per unit length of drift, an electron makes α ionizing collisions and is captured η times, on average. Each positive ion that reaches the cathode releases γ electrons, counted net: electrons that fall straight back are not included. All three numbers are constant. For now a negative ion keeps its electron, nothing is lost sideways, photons release no electrons, and the charge in the gap is too small to disturb the field.

Let G(x) be the steady electron flux. Each ionization adds one free electron and each attachment removes one, so

dG/dx = αG − ηG = (α − η)G,

G(x) = G₀ exp[(α − η)x].

Let P(x) be the positive-ion flux, counted as positive towards the cathode. It gathers ions on its way to smaller x, hence

dP/dx = −αG, P(d) = 0,

because no positive ions enter from the anode. Integrating from 0 to d gives

P(0) = α ∫₀ᵈ G dx.

These ions release γP(0) electrons. Dividing by G₀ gives the mean number of successors per electron leaving the cathode, which I call the loop gain M:

M = γα ∫₀ᵈ exp[(α − η)x] dx = γα {exp[(α − η)d] − 1}/(α − η).

For α = η the integrand is 1 and M = γαd. The gap is self-sustaining, in the mean, when M = 1.

**Q.** You have declared M = 1 to be the criterion. Can you show that something happens there?

**A.** Feed the cathode with a small external electron flux i₀, for example by illuminating it, and measure currents in units of the elementary charge. The flux leaving the cathode is then

G₀ = i₀ + γP(0) = i₀ + MG₀,

G₀ = i₀/(1 − M).

The current is easiest to add up at the anode, where the positive-ion flux is zero. Negative ions start from zero at the cathode and arrive with flux η∫₀ᵈ G dx. With k = α − η,

i = G₀ exp(kd) + G₀ η[exp(kd) − 1]/k
= G₀ [(k + η) exp(kd) − η]/k
= G₀ [α exp(kd) − η]/k,

since k + η = α. Therefore

i/i₀ = [α exp(kd) − η]/[k(1 − M)].

As M approaches 1 from below, the current per unit of external feed diverges. At M = 1 the loop can carry a steady current with no feed. For M > 1 the formula for G₀ turns negative, which means that no steady state exists under these assumptions.

Take η = 1.5 cm⁻¹, γ = 0.02, α = 1.45 cm⁻¹ and d = 40 cm. Then kd = −2 and

M = 0.02 × 1.45 × (1 − e⁻²)/0.05 ≈ 0.50.

The formula gives i/i₀ = 52.31, and a finite-difference solution of the three flux equations with their boundary conditions gives the same value. So the gap amplifies strongly although α is below η. Most of the current at the anode is then carried by negative ions.

**Q.** Amplification is not breakdown. If α < η, each avalanche still dies. Make the gap as long as you like: what happens to M?

**A.** It rises with d, because the integrand is positive, but it approaches a finite limit. For α < η the exponential vanishes at large d, and

M → γα/(η − α).

The limit is finite, but it need not be smaller than 1. Setting it equal to 1,

γα = η − α,
(1 + γ)α = η,

α_c = η/(1 + γ).

The distance below equality is

η − α_c = η[(1 + γ) − 1]/(1 + γ) = γη/(1 + γ) = γα_c.

At fixed η, M increases with α, since α exp[(α − η)x] does so at every x. This settles the three cases. If α ≤ α_c, M stays below 1 for every finite d. If α_c < α < η, the limit of M exceeds 1, so M passes through 1 at some finite length. If α ≥ η, M grows without bound and must pass through 1 as well. Hence α_c is the limit of the breakdown value as d → ∞; a finite gap needs more, and the excess vanishes as the gap grows.

With η = 1.5 cm⁻¹ and γ = 0.02,

α_c = 1.5/1.02 = 1.4706 cm⁻¹,

which is 0.0294 cm⁻¹, or about 2 % of η, below equality. The shift is small because γ is small. As γ → 0 the threshold returns to α = η.

**Q.** I can follow the algebra, but it still sounds like getting something for nothing. How can avalanches that all die out keep a discharge going?

**A.** Each avalanche dies, but it leaves positive ions behind, and those start new avalanches. An electron count makes this visible. Write I = ∫₀ᵈ G dx and integrate the electron equation over the gap:

G(d) − G₀ = (α − η)I.

At breakdown without external feed, G₀ = γαI. Substituting this and moving it to the right,

G(d) = (α − η)I + γαI = [(1 + γ)α − η]I,

(1 + γ)α − η = G(d)/I.

Every ionization finally supplies 1 + γ electrons: one at once in the gas, and γ later at the cathode. Electrons disappear by attachment or by reaching the anode. The right-hand side is the escape to the anode, per unit of integrated flux. It is positive in a finite gap, which shows again that breakdown there needs α > α_c. In a long gap near threshold the escape vanishes, and births balance attachments: (1 + γ)α = η. Your criterion α = η counts the electrons born in the gas and leaves out those born at the cathode.

**Q.** How long is "long"? If it takes a kilometre, the result is of little use.

**A.** Solve M = 1 for the length. From

γα[exp(kd) − 1] = k

we get exp(kd) = 1 + k/(γα), and so

d_b = ln[1 + (α − η)/(γα)]/(α − η).

For α < η the argument of the logarithm is positive if γα > η − α, that is, if α > α_c. At α_c the argument reaches zero and d_b diverges. Near α = η we may use ln(1 + u) ≈ u, which gives d_b = 1/(γη), or 1/(0.02 × 1.5) = 33.3 cm. Between the two, at α = 1.48 cm⁻¹,

d_b = ln(1 − 0.02/0.0296)/(−0.02) ≈ 56.3 cm.

Now keep η and γ fixed and ask which α is needed for a given gap:

- d = 5 cm: α = 2.028 cm⁻¹
- d = 20 cm: α = 1.545 cm⁻¹
- d = 33.3 cm: α = 1.500 cm⁻¹
- d = 100 cm: α = 1.4724 cm⁻¹
- d = 200 cm: α = 1.4707 cm⁻¹

A gap shorter than 1/(γη) breaks down above equality, a longer one below it. In the 5 cm gap the balance reads 1.02 × 2.028 − 1.5 ≈ 0.569 cm⁻¹: escape to the anode is about nineteen times the shift of 0.0294 cm⁻¹ and hides it completely.

The final approach can be found too. For α < η, write M = 1 as

γα{1 − exp[−(η − α)d]} = η − α,

(1 + γ)α − η = γα exp[−(η − α)d].

The left side equals (1 + γ)(α − α_c). On the right, replace α by α_c and use η − α_c = γα_c:

α − α_c ≈ [γη/(1 + γ)²] exp(−γα_c d).

The length scale is 1/(γα_c) = 34 cm. The replacement in the exponent requires (α − α_c)d ≪ 1. At 400 cm that holds, and both the formula and the numerical root give 2.24 × 10⁻⁷ cm⁻¹. At 100 cm the formula gives 0.0015 cm⁻¹ against the true 0.0018 cm⁻¹, because there (α − α_c)d ≈ 0.18 is no longer very small.

Notice the trade: the shift γα_c is the inverse of this length. The smaller γ is, the smaller the shift and the longer the gap needed to see it.

**Q.** In an infinite gap some ions start very far away and need a very long time to return. Does a steady-state condition then say anything about what grows?

**A.** Put the delays in. An electron with drift speed v_e reaches x after a time x/v_e, and an ion made there returns after a further x/v₊. The total delay is x/w, with

1/w = 1/v_e + 1/v₊.

The flux J(t) leaving the cathode of an infinite gap therefore obeys

J(t) = γα ∫₀^∞ exp[(α − η)x] J(t − x/w) dx.

Try J = exp(st) and divide by it:

1 = γα ∫₀^∞ exp[−(η − α + s/w)x] dx = γα/(η − α + s/w).

The integral converges if the bracket is positive, and the equation itself makes the bracket equal to γα, which is positive. Solving for s,

s = w[(1 + γ)α − η].

The growth rate changes sign at α_c, and not at α = η.

This was compared with a simulation that moves electrons and ions step by step, in scaled units with η = 1, γ = 0.3, v_e = 1 and v₊ = 1/4, so that w = 0.2. For α = 0.70 the formula gives 0.2 × (0.91 − 1) = −0.018, and for α = 0.85 it gives 0.2 × (1.105 − 1) = +0.021. The simulated rates are −0.0180 and +0.0210. At α = 1/1.3 the simulated rate is zero to the printed digits. So the flux grows at α = 0.85, although α is 15 % below η.

For the gap in centimetres, take v_e = 2 × 10⁷ cm/s and v₊ = 5 × 10⁴ cm/s. The slow ions then set w, and at α = η the rate is wγη ≈ 1500 s⁻¹. An infinite gap at your criterion is already unstable, with a growth time of about 0.7 ms.

**Q.** You let negative ions keep their electrons for ever. In an infinite gap they have for ever to lose them.

**A.** That objection is serious, and it limits the result. Let a negative ion release its electron δ times per unit length of ion drift, and let B be the negative-ion flux. Then

dG/dx = (α − η)G + δB,
dB/dx = ηG − δB.

For solutions proportional to exp(λx),

(λ − α + η)(λ + δ) − ηδ = 0,

λ² + (η − α + δ)λ − αδ = 0.

The product of the roots is −αδ, which is negative, so one root is positive however small δ may be. The start at the cathode, with G > 0 and B = 0, does excite it. The second equation gives B/G = η/(λ + δ) for each root. At λ = −δ the quadratic equals −ηδ < 0, so −δ lies between the roots. The ratio B/G is therefore positive for the growing solution and negative for the other, and B = 0 with G > 0 needs a positive amount of both.

The electron flux thus grows in the end, M grows without bound, and a long enough gap breaks down for any α > 0. Taken literally, an infinite gap with detachment has no threshold at α_c.

**Q.** Then what is left of the result?

**A.** A result for gaps that are long for the avalanche but short for detachment. Estimate the upper limit at α = α_c. Far from the cathode, without detachment,

B = ηG₀/(η − α_c) = ηG₀/(γα_c) = G₀(1 + γ)/γ.

These ions release δB electrons per unit length. At α_c each released electron has a loop gain of 1, as long as the anode is far from it. For d ≫ 1/(γα_c) the extra gain is therefore about δ(1 + γ)d/γ. In shorter gaps this is an overestimate, because B needs a length 1/(γα_c) to build up and the released electrons need a similar length to earn their gain; in the 73.5 cm example below it gives 0.37 where the full equations give 0.115. As an order of magnitude, the threshold keeps its meaning if

1/(γα_c) ≪ d ≪ γ/[δ(1 + γ)].

For a trial value δ = 10⁻⁴ cm⁻¹ the limits are 34 cm and about 196 cm, which leaves hardly any room. Indeed, the full equations then give breakdown at α = α_c in a gap of 73.5 cm, where the model without detachment gives none at any finite length. Even α = 1.40 cm⁻¹ breaks down, at about 907 cm. The value of δ is chosen to show the effect and is not a property of a particular gas. The two limits leave room between them only if δ ≪ γ²α_c/(1 + γ), which is about 6 × 10⁻⁴ cm⁻¹ here. Whether a real gas meets this condition at its critical field has to be checked before α_c is used for it.

**Q.** Which gas do your other numbers belong to, and would an engineer notice the shift?

**A.** The coefficient η, the slopes below and the drift speeds are round values of the order found in SF₆, an etching gas, at 1 Torr and 300 K near its critical field, where α = η; swarm data put α/p = η/p there nearer 1.0 than 1.5 cm⁻¹ Torr⁻¹. The yield γ = 0.02 is a trial value chosen to make the shift visible and is not a property of SF₆. That field is roughly E/p = 120 V/(cm Torr); for the arithmetic I use 118 V/(cm Torr), or 367 Td at 300 K. Values quoted for SF₆ are nearer 360 Td, a difference larger than the shift computed here, so only the shift is meant and not the absolute field. To turn the shift in α into a shift y of E/p, assume straight lines near this point: α/p rises with slope 0.018 V⁻¹ and η/p falls with slope 0.010 V⁻¹, both from 1.5 cm⁻¹ Torr⁻¹. The threshold condition becomes

1.02 × (1.5 + 0.018y) = 1.5 − 0.010y,

0.03 + 0.02836y = 0,

y = −1.06 V/(cm Torr).

This is −3.3 Td, or 0.9 % of the critical field. The figure scales with γ and η/p. With η/p near 1.0 cm⁻¹ Torr⁻¹ it is 0.5 to 0.6 % and the length scale is 51 cm. With γ = 10⁻⁴ it is 0.005 % and the length scale is about 67 m at 1 Torr. Uniform-field breakdown in SF₆ is found at or above the critical field, which points to a γ well below 0.02, so in that gas the shift is unlikely to be noticed. Return now to the 0.9 % of the example. It is smaller than the 2 % shift in α for two reasons. A 1 % change of the field changes α by 0.018 × 118/1.5 ≈ 1.4 %, and η rises as the field falls, so that α need not fall as far.

A plasma reactor with electrodes a few centimetres apart at 1 Torr is far from the long-gap limit; with η held at 1.5 cm⁻¹, the 5 cm gap above needs α about 35 % higher than η. A 100 cm gap is nothing like such a reactor, and at the critical field it would need 11.8 kV. Since α/p and η/p depend on E/p, M depends on the product pd at given E/p and γ. A 5 cm gap at 20 Torr is therefore equivalent to 100 cm at 1 Torr in this model.

**Q.** A shift of 2 % is easily swamped by what you left out. How large are those effects?

**A.** The largest one estimated here is more than half the shift itself. Each estimate below changes one thing and keeps the rest.

First, an electron from the cathode cannot ionize until it has gained enough energy. With roughly 16 eV needed and a field of 118 V/cm, this takes x₀ = 16/118 = 0.136 cm for an electron that starts from rest and loses no energy in collisions. Losses lengthen it; an emission energy of 4 eV shortens it to 0.102 cm, which changes the threshold below by about 0.001 cm⁻¹. If attachment acts there with the same η, a fraction exp(−ηx₀) ≈ 0.82 of the electrons survives, and γ is replaced by 0.82γ. The threshold moves to 1.476 cm⁻¹, and the shift below η shrinks from 0.029 to 0.024 cm⁻¹.

Second, suppose that 0.02 is a yield measured in vacuum and not a net yield. In the gas, some emitted electrons scatter back to the cathode. If their density there is n and their directions are nearly random, the returning flux is nv/4 and the net flux is nv_e. The fraction that gets away is

v_e/(v_e + v/4).

For emission at roughly 4 eV, v = 1.19 × 10⁸ cm/s and the fraction is about 0.40. This is only a rough figure, because the formula assumes the equilibrium drift speed and nearly random directions right at the cathode, where the electrons have had no time to reach either. Taken at face value, it puts the threshold at 1.488 cm⁻¹ and cuts the shift to 0.012 cm⁻¹, less than half its former value; the size of the effect is meaningful here, the digits are not. This is why γ was defined as a net yield.

Third, electrons diffuse to a side wall. In a cylinder of radius R the lowest diffusion mode loses electrons at the rate D(2.405/R)². Dividing by the drift speed μE gives a loss per unit length,

κ = (D/μ)(2.405/R)²/E.

With roughly D/μ = 5 V and R = 15 cm, κ = 0.0011 cm⁻¹. It adds to η as a further loss, so the threshold is (η + κ)/(1 + γ) = 1.4717 cm⁻¹, a rise of 0.0011 cm⁻¹. Sideways loss of ions is ignored here.

Photoemission has not been sized. It adds to the loop gain and so lowers the threshold.

**Q.** So I should give up α = η as the condition for a long gap?

**A.** Keep it as an estimate of the critical field: in this example, with the trial value γ = 0.02, it is off by about 1 %, and the error shrinks in proportion to γ. As a statement about the loop it is wrong, since a long gap without detachment is already growing there. For a gap of a few centimetres at 1 Torr neither value will do, and you need M = 1 with the actual d. The numerical output below lists the main values.

Table of computed values

```
Pressure 1.0 Torr, temperature 300 K
eta = 1.500 1/cm, gamma = 0.020
Threshold alpha_c = 1.47059 1/cm
eta - alpha_c = 0.02941 1/cm = 1.961 % of eta
Length scale 1/(gamma alpha_c) = 34.00 cm
alpha 1.45 1/cm, gap 40 cm: gain 0.5015, i/i0 solved 52.308, formula 52.308
alpha 1.60 1/cm, gap 10 cm: gain 0.5499, i/i0 solved 63.296, formula 63.296
Gap 5.00 cm: breakdown alpha 2.02809 1/cm, anode escape term 0.56865 1/cm
Gap 20.00 cm: breakdown alpha 1.54481 1/cm, anode escape term 0.07571 1/cm
Gap 33.33 cm: breakdown alpha 1.50000 1/cm, anode escape term 0.03000 1/cm
Gap 100.00 cm: breakdown alpha 1.47242 1/cm, anode escape term 0.00187 1/cm
Gap 200.00 cm: breakdown alpha 1.47067 1/cm, anode escape term 0.00008 1/cm
Gap 400 cm: alpha_b - alpha_c = 2.242e-07 1/cm, asymptote 2.242e-07 1/cm
alpha 1.48 1/cm: breakdown length 56.30 cm
Scaled growth, gamma 0.3, alpha/eta 0.7000: simulated -0.01800, formula -0.01800
Scaled growth, gamma 0.3, alpha/eta 0.7692: simulated -0.00000, formula +0.00000
Scaled growth, gamma 0.3, alpha/eta 0.8500: simulated +0.02100, formula +0.02100
Scaled growth, gamma 0.3, alpha/eta 1.1000: simulated +0.08600, formula +0.08600
Electron speed 2.0e+07 cm/s, ion speed 5.0e+04 cm/s
Growth rate at alpha = eta: 1496 1/s
Slopes: alpha/p 0.018 1/V, eta/p -0.010 1/V
E/p at alpha = eta: 118.0 V/(cm Torr) = 366.6 Td
Shift of E/p at threshold: -1.058 V/(cm Torr) = -3.29 Td = -0.90 %
Voltage on 100 cm at alpha = eta: 11.8 kV
Trial detachment coefficient 1.0e-04 1/cm
  alpha 1.4706 1/cm: growing root 0.00434 1/cm, breakdown length 73.5 cm
  alpha 1.4000 1/cm: growing root 0.00138 1/cm, breakdown length 906.8 cm
Dead space (16 eV): 0.1356 cm, threshold 1.47591 1/cm
Emitted electrons 4 eV, speed 1.19e+08 cm/s, escape fraction 0.403
Threshold if 0.02 is a vacuum yield: 1.48801 1/cm
Wall radius 15 cm, D/mobility 5 V: wall loss 0.00109 1/cm
Threshold with wall loss: 1.47166 1/cm
```
